# Spin polarization and fluorescence contrast from seven-level nitrogen-vacancy rate equations

A nitrogen-vacancy centre starts in one ground spin state under green light. Ten explicit Euler steps of 0.020 µs produce a population as low as \(-23\). The rate equations behind this result contain only positive transfer rates and conserve probability. The step has failed, and the way it fails suggests a better one.

## The model behind the negative population

The negatively charged centre, a nitrogen atom beside a vacant site in diamond, has a spin-triplet ground state and a spin-triplet excited state. Let \(g_0,g_-,g_+\) and \(e_0,e_-,e_+\) be their populations for spin projections \(0,-1,+1\). One further population, \(s\), stands for the singlet levels through which the centre can return without emitting in the detected triplet band.

The pump rate is \(W\), and each excited triplet level radiates at rate \(k\). Both processes conserve spin. Crossing into the singlet occurs at \(\gamma_0\) from \(e_0\) and at \(\gamma_1\) from each of \(e_\pm\). The singlet decays at \(\kappa_0\) to \(g_0\) and at \(\kappa_1/2\) to each of \(g_\pm\), with \(\kappa=\kappa_0+\kappa_1\). Counting gains and losses gives

\[
\begin{aligned}
\dot g_0&=-Wg_0+ke_0+\kappa_0s,\\
\dot g_\pm&=-Wg_\pm+ke_\pm+\tfrac12\kappa_1s,\\
\dot e_0&=Wg_0-(k+\gamma_0)e_0,\\
\dot e_\pm&=Wg_\pm-(k+\gamma_1)e_\pm,\\
\dot s&=\gamma_0e_0+\gamma_1(e_-+e_+)-\kappa s.
\end{aligned}
\]

Using populations alone assumes that optical coherence is lost quickly and that the chosen spin states are not mixed. Charge conversion, ground-spin relaxation and stimulated emission are omitted. All rates are positive. The algebra may be read in atomic units; the equations keep their form if time and rates are converted together.

The example uses rough typical values in µs\(^{-1}\): \(k=65\), \(\gamma_0=10\), \(\gamma_1=60\), \(\kappa_0=2.6\) and \(\kappa_1=2.4\). A 532 nm beam of power 0.2 mW has a waist radius of 250 nm. Its peak intensity is \(I=2P/(\pi w^2)=2.04\times10^5\) W/cm². With a rough cross-section \(\sigma=3\times10^{-17}\) cm² and photon energy 2.331 eV,

\[
W=\frac{\sigma I}{h\nu}=16.4\ \text{µs}^{-1}.
\]

Write the equations as \(\dot p=Mp\). An Euler step multiplies \(p\) by \(1+M\Delta\). Its diagonal entry for \(e_-\) is \(1-(k+\gamma_1)\Delta=1-125\times0.020=-1.5\): the step removes more population than is present.

The error also grows. The differences \(u=g_--g_+\) and \(v=e_--e_+\) receive nothing from the singlet, so

\[
\dot u=-Wu+kv,\qquad \dot v=Wu-(k+\gamma_1)v.
\]

Their decay rates solve \(\lambda^2-(W+k+\gamma_1)\lambda+W\gamma_1=0\), which gives about 134 and 7.3 µs\(^{-1}\). Euler multiplies the fast part by \(1-0.020\times134=-1.68\) per step, or by about 180 after ten. Starting in \(g_-\), the fast part of \(v\) has amplitude \(-W/(134-7.3)=-0.129\). The product is about \(-23\). The sum \(e_-+e_+\) has an almost equal fast rate, 133.9 µs\(^{-1}\), and reaches \(-22.9\) after the same ten steps. So \(e_+\) stays near 0.17, and \(e_-\), half the sum plus half the difference, is the absurd population of \(-23\).

## A step made of positive terms

A step below \(1/125=0.008\) µs would keep every Euler entry non-negative, but would remain accurate only to first order. A better construction keeps the positivity and sums the series.

Let \(q\) be the largest total exit rate of any level, here 125 µs\(^{-1}\), and define \(T=1+M/q\). Its off-diagonal entries are non-negative because they are rates divided by \(q\). Its diagonal entries are non-negative because no exit rate exceeds \(q\). Its columns sum to one because the columns of \(M\) sum to zero. Since the identity commutes with \(T\),

\[
e^{M\Delta}=e^{-q\Delta}e^{q\Delta T}
=\sum_{n=0}^{\infty}\pi_n(q\Delta)\,T^n,\qquad
\pi_n(x)=e^{-x}\frac{x^n}{n!}.
\]

This is uniformization. The coefficients are Poisson probabilities, and each power of \(T\) maps populations to populations.

Stopping after \(n=K\) leaves a remainder with non-negative entries. Each of its columns sums to \(\Pr[N_x>K]\), where \(N_x\) is a Poisson variable of mean \(x=q\Delta\). The absolute column sum of the error is therefore exactly this tail. For \(\Delta=0.020\) µs, \(x=2.5\); keeping \(n=0\) to 4 gives

\[
1-e^{-2.5}\left(1+2.5+\frac{2.5^2}{2!}+\frac{2.5^3}{3!}+\frac{2.5^4}{4!}\right)=0.109.
\]

Five terms lose 11% of the probability, yet create no negative population. More terms cure the loss.

Photon counting needs the time integral of the populations inside the step. Differentiating the tail makes neighbouring terms cancel:

\[
\frac{d}{dx}\Pr[N_x>n]=\pi_n(x),\qquad
\int_0^x\pi_n(y)\,dy=\Pr[N_x>n].
\]

With \(y=q\tau\), this gives

\[
J(\Delta)=\int_0^\Delta e^{M\tau}d\tau
=\frac1q\sum_{n=0}^{\infty}\Pr[N_{q\Delta}>n]\,T^n .
\]

The emitted count during a step is \(k\) times the sum of the three excited entries of \(J(\Delta)p\).

The same integral bounds the tail: since \(e^{-y}\le1\), \(\Pr[N_x>K]\le x^{K+1}/(K+1)!\). For a 0.001 µs step, \(x=0.125\), and \(K=7\) leaves less than \(2\times10^{-12}\) per step.

The algorithm is then:

1. Build \(M\) for the present pump, find \(q\), and form \(T\).
2. Accumulate the two sums with the same powers of \(T\), until the tail is negligible.
3. Add the photons from \(J(\Delta)p\), then replace \(p\) by \(e^{M\Delta}p\).
4. Reuse both matrices while the pump is constant; rebuild them when it changes.

If the pump varies within a step, replacing it by a constant introduces a separate error that the Poisson tail does not measure.

## What long pumping prepares

A reliable propagator does not say which crossing causes which effect. For that, sum the two nonzero spin projections: \(g_1=g_-+g_+\) and \(e_1=e_-+e_+\). The pump and radiative terms cancel within each spin manifold:

\[
\frac{d}{dt}(g_0+e_0)=-\gamma_0e_0+\kappa_0s,\qquad
\frac{d}{dt}(g_1+e_1)=-\gamma_1e_1+\kappa_1s.
\]

In the steady state, \(e_0=\kappa_0s/\gamma_0\) and \(e_1=\kappa_1s/\gamma_1\). The excited-state equations give \(g_i=(k+\gamma_i)e_i/W\). Thus

\[
g_i+e_i=a_ie_i,\qquad a_i=1+\frac{k+\gamma_i}{W}.
\]

Unit total population requires \(s(1+a_0\kappa_0/\gamma_0+a_1\kappa_1/\gamma_1)=1\). Multiplication by \(\gamma_0\gamma_1\) yields

\[
\begin{gathered}
D=\gamma_0\gamma_1+a_0\kappa_0\gamma_1+a_1\kappa_1\gamma_0,\\
s=\frac{\gamma_0\gamma_1}{D},\quad
e_0=\frac{\kappa_0\gamma_1}{D},\quad
e_1=\frac{\kappa_1\gamma_0}{D}.
\end{gathered}
\]

Here \(a_0=5.58\), \(a_1=8.64\), and \(D=600+871+207=1678\) µs\(^{-2}\). The singlet holds \(600/1678=0.358\) of the population, so polarization must be assessed after the light is off and the singlet has emptied.

In darkness, \(e_0\) fails to end in \(g_0\) only by crossing and then decaying to the other spins, with probability \([\gamma_0/(k+\gamma_0)]\kappa_1/\kappa\). Population \(e_1\) reaches \(g_0\) with probability \([\gamma_1/(k+\gamma_1)]\kappa_0/\kappa\), and the singlet does so with probability \(\kappa_0/\kappa\). Adding these contributions and using \(\gamma_ie_i=\kappa_is\) gives the final spin-zero population

\[
P_0=\frac{a_0\kappa_0\gamma_1}{D}
+s\left[\frac{\kappa_0}{\kappa}+\frac{\kappa_0\kappa_1}{\kappa}
\left(\frac1{k+\gamma_1}-\frac1{k+\gamma_0}\right)\right].
\]

The first term is 0.519 and the second 0.184, so \(P_0=0.70\). An unpolarized spin has \(P_0=1/3\), not zero.

For weak pumping almost all population is in the ground state. With crossing yields \(\eta_i=\gamma_i/(k+\gamma_i)\),

\[
\frac{P_0}{1-P_0}\longrightarrow\frac{g_0}{g_1}
=\frac{\kappa_0\eta_1}{\kappa_1\eta_0}
=\frac{2.6\times0.480}{2.4\times0.1333}=3.9,
\]

or \(P_0=0.80\). This limit requires the pump still to outrun the omitted ground-spin relaxation. For strong pumping \(a_i\to1\), so \(D\to600+156+24=780\) µs\(^{-2}\), and the formula gives \(P_0\to0.59\). In this example, stronger light leaves the spin less completely polarized.

## Which crossing is needed?

Suppose the singlet returns without spin preference: \(\kappa_0=\kappa/3\) and \(\kappa_1=2\kappa/3\). Subtract one third of the total population, written as \((a_0\kappa_0\gamma_1+a_1\kappa_1\gamma_0+\gamma_0\gamma_1)/(3D)\), from \(P_0\). The singlet terms in \(\kappa_0/\kappa=1/3\) cancel, leaving

\[
P_0-\frac13=\frac{2\kappa}{9D}(a_0\gamma_1-a_1\gamma_0)
+\frac{2\kappa s}{9}\left(\frac1{k+\gamma_1}-\frac1{k+\gamma_0}\right).
\]

The definitions of \(a_i\) give \(a_0\gamma_1-a_1\gamma_0=(\gamma_1-\gamma_0)(1+k/W)\). The last difference is \(-(\gamma_1-\gamma_0)/[(k+\gamma_0)(k+\gamma_1)]\). Hence

\[
P_0-\frac13=\frac{2\kappa(\gamma_1-\gamma_0)}{9D}
\left[1+\frac kW-
\frac{\gamma_0\gamma_1}{(k+\gamma_0)(k+\gamma_1)}\right].
\]

The subtracted fraction is below one, so the bracket is positive. Selective upper crossing alone polarizes towards spin zero when \(\gamma_1>\gamma_0\), at every positive pump rate.

Fluorescence asks a different question. Take two centres under the same light, one starting in \(g_0\) and the other in \(g_-\). Subtract their populations and integrate the differences over all time. Denote the integrals by \(G_0,G_1,E_0,E_1,S\). They are finite because positive rates connect all levels and drive both starts to the same steady state.

The excited differences vanish at both ends, so \(G_i=(k+\gamma_i)E_i/W\). The spin-zero manifold difference changes from \(+1\) to 0, and the other from \(-1\) to 0:

\[
-1=-\gamma_0E_0+\kappa_0S,\qquad
+1=-\gamma_1E_1+\kappa_1S.
\]

Therefore \(E_0=(1+\kappa_0S)/\gamma_0\) and \(E_1=(\kappa_1S-1)/\gamma_1\). The total difference is zero at every time, so \(a_0E_0+a_1E_1+S=0\). Multiplying by \(\gamma_0\gamma_1\) gives \(SD=a_1\gamma_0-a_0\gamma_1\).

The extra emitted count is \(\Delta N=k(E_0+E_1)\), and

\[
\gamma_0\gamma_1(E_0+E_1)
=\gamma_1-\gamma_0+S(\kappa_0\gamma_1+\kappa_1\gamma_0).
\]

Multiply by \(D\) and insert \(SD\). The terms \(a_0\kappa_0\gamma_1^2\) and \(a_1\kappa_1\gamma_0^2\) cancel; every remaining term contains \(\gamma_0\gamma_1\):

\[
\begin{aligned}
D(E_0+E_1)
&=\gamma_1-\gamma_0-a_0\kappa_0+a_1\kappa_1+a_1\kappa_0-a_0\kappa_1\\
&=\gamma_1-\gamma_0+\kappa(a_1-a_0).
\end{aligned}
\]

Since \(a_1-a_0=(\gamma_1-\gamma_0)/W\),

\[
\Delta N=\frac{k(\gamma_1-\gamma_0)(1+\kappa/W)}{D}.
\]

The example gives \(65\times50\times1.305/1678=2.53\) extra photons. The sign depends only on \(\gamma_1-\gamma_0\); lower branching changes the size through \(D\).

The following comparison fixes the pump, \(k\) and \(\kappa\). “Upper equal” means \(\gamma_0=\gamma_1=35\) µs\(^{-1}\); otherwise the two rates are 10 and 60 µs\(^{-1}\).

| Upper crossing | \(\kappa_0/\kappa\) | \(P_0\) | \(\Delta N\) |
|---|---:|---:|---:|
| selective | 0.52 | 0.70 | 2.53 |
| equal | 1/3 | 0.33 | 0 |
| selective | 1/3 | 0.52 | 2.93 |
| equal | 0.52 | 0.52 | 0 |
| selective | 0.186 | 0.33 | 3.36 |

With equal upper rates \(P_0=\kappa_0/\kappa\), as the general formula shows when \(a_0=a_1\). Lower selectivity alone thus polarizes without producing contrast. In the last row, found by numerical root-finding, opposing lower branching cancels the polarization. Pure spin states would still differ in brightness, but long pumping at this rate would leave no spin polarization to read out. The cancellation belongs to this pump rate: with the same branching, one tenth of the pump gives \(P_0=0.43\) after long pumping.

## The contrast must be read in time

The two fluorescence rates are \(F_i=k(e_0+e_-+e_+)\), with \(i=0\) for the \(g_0\) start and \(i=1\) for the \(g_-\) start. Initially \(g_i\simeq1-Wt\) and \(e_i\simeq Wt\) in the starting manifold. Substitution in \(\dot e_i\) and integration give

\[
e_i=Wt-\frac{W}{2}(W+k+\gamma_i)t^2+O(t^3).
\]

Return from the singlet affects fluorescence only at higher order. Hence

\[
F_0-F_1=\frac{kW}{2}(\gamma_1-\gamma_0)t^2+O(t^3).
\]

Both starts absorb equally at first; the difference appears after crossing begins. At 0.010 µs the leading term would be 2.7 photons/µs, twice the propagated difference, because \((k+\gamma_1)t=1.25\) is no longer small.

Uniformized steps of 0.001 µs give these emission rates:

| Time (µs) | \(F_0\) (photons/µs) | \(F_1\) (photons/µs) |
|---:|---:|---:|
| 0.010 | 6.96 | 5.61 |
| 0.050 | 10.97 | 5.99 |
| 0.200 | 9.24 | 4.39 |
| 0.500 | 7.75 | 5.74 |
| 1.000 | 7.11 | 6.75 |
| 2.000 | 6.98 | 6.96 |

Diagonalizing the five equations for \(g_0,g_1,e_0,e_1,s\) gives a slowest nonzero decay rate of 3.44 µs\(^{-1}\), or \(8.31\times10^{-11}\) atomic units. This rate governs the late loss of contrast. The positive integral does not forbid a crossing of the two curves, but none occurs at the sampled times up to 3 µs in this example.

## From pure spins to a usable readout

At 300 K the ground spin splitting is \(4.6\times10^{-4}\) of the thermal energy, so equal initial spin populations are a good approximation. Pulses of 0.1, 0.3, 1 and 3 µs, each followed by darkness, give \(P_0=0.49\), 0.61, 0.69 and 0.70. A 3 µs pulse has reached the long-pumping value to the digits shown.

Now compare this prepared state with the same state after an ideal exchange of \(g_0\) and \(g_-\). Since \(g_-=(1-P_0)/2\), their initial difference is \((3P_0-1)/2\) times the pure-state difference. Linearity gives

\[
\Delta N_{\rm prepared}=\frac{3P_0-1}{2}\Delta N
=0.554\times2.53=1.40.
\]

Counting for longer collects more of this signal, but also more light common to both states. For mean emitted counts \(N_b\) and \(N_f\) from the prepared and flipped states, and detection efficiency \(\epsilon\), independent shot noise gives the single-repetition ratio

\[
R=\sqrt\epsilon\,\frac{N_b-N_f}{\sqrt{N_b+N_f}}.
\]

A scan in 0.001 µs steps up to 3 µs places its maximum at 0.519 µs. The counts are then \(N_b=4.02\) and \(N_f=2.93\). The contrast relative to the brighter count is \((N_b-N_f)/N_b=0.27\). With \(\epsilon=0.02\), unit signal-to-noise ratio takes \(1/R^2\simeq290\) repetitions of each state. Background light is not included.

Pump power has opposite effects on preparation and pure-state signal. Multiplying the numerator and denominator of \(\Delta N\) by \(W\) gives \(\Delta N=k(\gamma_1-\gamma_0)(W+\kappa)/(AW+B)\), where

\[
\begin{aligned}
A&=\gamma_0\gamma_1+\kappa_0\gamma_1+\kappa_1\gamma_0,\\
B&=(k+\gamma_0)\kappa_0\gamma_1+(k+\gamma_1)\kappa_1\gamma_0.
\end{aligned}
\]

For \(\gamma_1>\gamma_0\), the derivative with respect to \(W\) has the sign of \(B-\kappa A=(k-\kappa)(\kappa_0\gamma_1+\kappa_1\gamma_0)\). Thus \(\Delta N\) rises with power when \(k>\kappa\), as here. At 0.02, 0.2 and 2 mW it is 1.35, 2.53 and 3.85, while \(P_0\) is 0.78, 0.70 and 0.62. Using the same power for preparation and readout, their combination \((3P_0-1)\Delta N/2\) is 0.90, 1.40 and 1.63. This ranking concerns the full time integral without charge conversion; it does not by itself select the best laser power.

## What a real centre changes

The chosen rates and the resulting contrast, near 30%, are of the rough size familiar for single centres at room temperature. The cross-section and detection efficiency are less certain and depend on the optical arrangement. Extended rate models size omitted effects one at a time, with the pump and the 0.519 µs window fixed. Their strengths are assumptions, not measurements.

Among those considered, optical spin flips change \(P_0\) and the contrast the most. If each wrong spin receives 1% of both absorption and radiative decay, \(P_0\) falls from 0.70 to 0.66 and the contrast from 0.27 to 0.22. For charge conversion, let ionization from the excited triplet occur at \(0.05W\) and recapture at \(0.015W\), with random returning spin and no detected neutral emission. The centre is then negatively charged for 74% of the time under steady light. Within that charge state \(P_0=0.69\), and the contrast is 0.26. The contrast hides the light lost to the neutral state: \(N_b-N_f\) falls from 1.09 to 0.75, against 0.84 with spin flips, and the repetitions for unit signal-to-noise ratio rise from 290 to about 460 and 480 respectively.

A 5 mT field at 54.7° to the centre's axis mixes the spin states; with rough ground and excited splittings of 2.9 and 1.4 GHz, \(P_0=0.69\) and the contrast is 0.26. With a dark wait of 4 µs before readout, ground relaxation in 1000 µs changes either value by less than 0.002; the shift grows with the wait, to about 0.004 in \(P_0\) at 10 µs. An exponential laser rise of 0.010 µs changes the contrast by 0.002. Shallow implanted centres can have less stable charge and faster spin relaxation than assumed here, so these small shifts should not be carried over to them without their own rates.

Numbers in the example were calculated in double precision.
